\section*{A convergent continued fraction for the inertial planar rotor's susceptibility}

\section{The decision: which formula, and how many levels}

To compute the absorption of a dilute polar solution from microwave to terahertz frequencies, one must choose a formula for the rotational response. Debye's formula needs one relaxation time. Rocard's formula also needs the moment of inertia. A full inertial calculation needs no further physical parameter, but it does need a numerical scheme and a rule for stopping it. The choice matters. In the example below, Debye's absorption coefficient at 3 THz is nearly six times that of the planar inertial model, while Rocard's is 4\% below it.

The model is a rigid dipole $\mu$ turning in a plane that contains the field $E$. Its angle from the field is $\theta$, its angular velocity $\Omega=\dot\theta$ and its moment of inertia $I$:
\begin{equation}
I\dot\Omega=-\zeta\Omega-\mu E\sin\theta+\text{noise}.
\end{equation}
The noise is Gaussian and white, with the strength that keeps $\langle\Omega^2\rangle=v^2=kT/I$ in equilibrium. The dipoles do not interact, and the field is weak. Define
\begin{equation}
\beta=\frac{\zeta}{I},\qquad \tau_D=\frac{\zeta}{kT}=\frac{\beta}{v^2},\qquad
\gamma=\frac{v^2}{\beta^2}=\frac{1}{\beta\tau_D}.
\end{equation}
Thus $\gamma$ is the ratio of the velocity relaxation time $1/\beta$ to the Debye time. Fields vary as $e^{i\omega t}$, and $X=\chi(\omega)/\chi(0)=X'-iX''$, so that $X''>0$ means absorption.

\section{The naive scheme and its two weaknesses}

The direct route is to transform a correlation function. Let a weak constant field act for a long time and be removed at $t=0$. With $\xi=\mu E/kT$, the initial distribution is the field-free one times $1+\xi\cos\theta$. Hence, for $t>0$,
\begin{equation}
\langle\cos\theta(t)\rangle=\xi\langle\cos\theta(0)\cos\theta(t)\rangle_0=\frac{\xi}{2}C(t),
\quad C(t)=\langle\cos\Delta\theta\rangle_0,
\end{equation}
where $\Delta\theta=\theta(t)-\theta(0)$. The product of cosines also contains $\frac12\cos[\theta(0)+\theta(t)]$, which averages to zero because $\theta(0)$ is uniform. Relative to the static value $\xi/2$, the response left after removal is $C(t)$. If $R(t)$ is the normalized response to an impulse, then $C(t)=\int_t^\infty R\,dt'$, so $R=-\dot C$. Integrating by parts with $C(0)=1$,
\begin{equation}
X(\omega)=-\int_0^\infty\dot C\,e^{-i\omega t}dt
=1-i\omega\int_0^\infty C\,e^{-i\omega t}dt. \label{lr}
\end{equation}

The correlation function follows from Gaussian statistics. Without the field, $\Omega$ is a Gaussian process with correlation $v^2e^{-\beta|t|}$, and $\Delta\theta$ is its integral. Therefore
\begin{align}
\langle\Delta\theta^2\rangle&=2v^2\int_0^t(t-t')e^{-\beta t'}dt'
=2\gamma\left(\beta t-1+e^{-\beta t}\right),\\
C(t)&=e^{-\langle\Delta\theta^2\rangle/2}
=\exp\left[-\gamma\left(\beta t-1+e^{-\beta t}\right)\right]. \label{C}
\end{align}
A simulation of 40\,000 Langevin trajectories at $\gamma=1$, $\beta t=2$ gave $0.318$, against $0.321$ from (\ref{C}). The statistical error is about $0.003$.

Inserting (\ref{C}) into (\ref{lr}) is correct but awkward. First, $C$ decays as $e^{-\gamma\beta t}$ at long times. For small $\gamma$ the integration must cover many times $1/\beta$ while still resolving both the friction time and the field's oscillation. Secondly, at high frequency both parts of $X$ are small remainders of large cancellations. $X'$ is the difference between $1$ and a number close to $1$, and $X''=\omega\int_0^\infty C\cos\omega t\,dt$ is what survives from an oscillating integrand of order one. An absolute error $\epsilon$ in the integral term becomes a relative error $\epsilon/X''$ in the loss, and $X''$ will turn out to fall as $\omega^{-3}$. The remedy is a scheme that produces the small quantity itself and never integrates over time.

\section{Replacing time integration by levels}

Carry the velocity along with the angle. Let $u=\Omega/v$, and let $He_n$ be the Hermite polynomials generated by $e^{\lambda u-\lambda^2/2}=\sum_n\lambda^nHe_n(u)/n!$. Without the field, the mean of any function $F(\theta,\Omega)$ changes at the rate
\begin{equation}
\frac{d}{dt}\langle F\rangle=\left\langle\Omega\,\partial_\theta F-\beta\Omega\,\partial_\Omega F+\beta v^2\partial_\Omega^2F\right\rangle .
\end{equation}
Take $F=e^{i\Delta\theta}He_n(u)$ and call its mean $B_n$. From $uHe_n=He_{n+1}+nHe_{n-1}$ and $He_n''-uHe_n'=-nHe_n$,
\begin{equation}
\dot B_n=-n\beta B_n+iv\left(B_{n+1}+nB_{n-1}\right),\qquad B_n(0)=\delta_{n0}.
\end{equation}
Put $B_n=i^n\sqrt{n!}\,c_n$. Dividing by $i^n\sqrt{n!}$ gives the factor $i\cdot i=-1$ to the upper neighbour and $i/i=1$ to the lower:
\begin{equation}
\dot c_n=-n\beta c_n+v\sqrt n\,c_{n-1}-v\sqrt{n+1}\,c_{n+1}. \label{hier}
\end{equation}
Here $c_0=C$, since the mean of $\sin\Delta\theta$ vanishes by symmetry.

Let $x=\beta t$, $z=i\omega/\beta$ and $\hat c_n=\int_0^\infty c_ne^{-zx}dx$. Transforming (\ref{hier}) gives
\begin{equation}
(z+n)\hat c_n-\sqrt{\gamma n}\,\hat c_{n-1}+\sqrt{\gamma(n+1)}\,\hat c_{n+1}=\delta_{n0}, \label{lin}
\end{equation}
without the $\hat c_{n-1}$ term for $n=0$. Now drop everything above level $N$ and eliminate upwards from the last equation. Write $\hat c_n=\kappa_n\hat c_{n-1}/\sqrt{\gamma n}$. Equation (\ref{lin}) becomes $(z+n+\kappa_{n+1})\hat c_n=\sqrt{\gamma n}\,\hat c_{n-1}$, so
\begin{equation}
\kappa_n=\frac{n\gamma}{z+n+\kappa_{n+1}},\qquad \kappa_{N+1}=0. \label{rec}
\end{equation}
The $n=0$ equation is $(z+\kappa_1)\hat c_0=1$. Since $i\omega\int_0^\infty Ce^{-i\omega t}dt=z\hat c_0$,
\begin{equation}
X_N=1-\frac{z}{z+\kappa_1}=\frac{\kappa_1}{z+\kappa_1},\quad
\kappa_1=\cfrac{\gamma}{z+1+\cfrac{2\gamma}{z+2+\cfrac{3\gamma}{z+3+\cdots}}}. \label{cf}
\end{equation}
The subtraction from 1, which spoils $X'$, has been done algebraically, and the oscillating integral, which spoils $X''$, is gone. This removes the second weakness. The algorithm sets the tail to zero, applies (\ref{rec}) for $n=N,\dots,1$ and finishes with (\ref{cf}).

No denominator can vanish. If $\mathrm{Re}\,\kappa_{n+1}\ge0$, the denominator in (\ref{rec}) has real part at least $n$. Hence $\mathrm{Re}\,\kappa_n>0$, and also $|\kappa_n|\le\gamma$. Starting from zero, this holds at every level.

\section{When may the recursion stop?}

Small changes between successive $N$ do not by themselves bound the error. A bound follows from comparing the infinite and the truncated systems.

Let $M$ be the matrix of (\ref{lin}) for levels $0$ to $N$, and let $\hat c_n^{(N)}$ be the truncated solution. The true $\hat c_n$ satisfy the same equations except the last, where $\sqrt{\gamma(N+1)}\,\hat c_{N+1}$ was dropped. The difference $d_n=\hat c_n-\hat c_n^{(N)}$ therefore obeys
\begin{equation}
(Md)_n=-\sqrt{\gamma(N+1)}\,\hat c_{N+1}\,\delta_{nN}.
\end{equation}
We need $(M^{-1})_{0N}$. Transposing $M$ reverses the signs of its off-diagonal elements, so $M^T=DMD$ with $D_{nn}=(-1)^n$. Then $(M^{-1})_{0N}=(DM^{-1}D)_{N0}=(-1)^N\hat c_N^{(N)}$, and
\begin{equation}
\hat c_0-\hat c_0^{(N)}=(-1)^{N+1}\sqrt{\gamma(N+1)}\;\hat c_{N+1}\,\hat c_N^{(N)}. \label{err}
\end{equation}
At $\gamma=1$, $\omega=0.7\beta$, $N=3$, the two sides, with $\hat c_0$ and $\hat c_{N+1}$ from quadrature, agreed within $10^{-12}$.

The first factor can be bounded because every $c_n(t)$ is known. The variables $\Delta\theta$ and $u$ are jointly Gaussian, with covariance $g=v\int_0^te^{-\beta t'}dt'=\sqrt\gamma(1-e^{-x})$. Thus $\langle e^{i\Delta\theta+\lambda u-\lambda^2/2}\rangle=Ce^{i\lambda g}$. Comparing powers of $\lambda$ gives $B_n=(ig)^nC$, or $c_n=g^nC/\sqrt{n!}$. Since $0\le g\le\sqrt\gamma$,
\begin{equation}
|\hat c_{N+1}|\le\frac{\gamma^{(N+1)/2}}{\sqrt{(N+1)!}}\int_0^\infty C\,dx .
\end{equation}
For the remaining integral, set $z=0$ in (\ref{lin}). Level 0 gives $\hat c_1=1/\sqrt\gamma$, and level 1 then gives $\hat c_0=1/\gamma+\sqrt2\,\hat c_2$. Moreover,
\begin{equation}
\sqrt2\,\hat c_2=\gamma\int_0^\infty(1-e^{-x})^2C\,dx\le\gamma\int_0^\infty(1-e^{-x})C\,dx=1,
\end{equation}
because the last integrand times $\gamma$ is $-dC/dx$. So $\int_0^\infty C\,dx\le1+1/\gamma$.

For the second factor, multiply the $n$th truncated equation by the conjugate of $\hat c_n^{(N)}$, sum, and take the real part. The couplings combine into imaginary numbers, and $z$ is imaginary, which leaves
\begin{equation}
\sum_{n=1}^Nn|\hat c_n^{(N)}|^2=\mathrm{Re}\,\hat c_0^{(N)}. \label{energy}
\end{equation}
Hence $|\hat c_N^{(N)}|\le(|\hat c_0^{(N)}|/N)^{1/2}$. Multiplying (\ref{err}) by $|z|$ and inserting both bounds,
\begin{equation}
|X-X_N|\le|z|\left(1+\frac1\gamma\right)\frac{\gamma^{(N+2)/2}}{\sqrt{N!}}
\sqrt{\frac{|\hat c_0^{(N)}|}{N}}. \label{bound}
\end{equation}
Everything on the right is available once the recursion has run, because $\hat c_0^{(N)}=1/(z+\kappa_1)$.

This also proves convergence. Equation (\ref{energy}) gives $|\hat c_1^{(N)}|^2\le|\hat c_0^{(N)}|$, and level 0 then gives $|z||\hat c_0^{(N)}|\le1+\sqrt{\gamma|\hat c_0^{(N)}|}$. For $z\ne0$ this keeps $\hat c_0^{(N)}$ bounded for all $N$, while $\sqrt{N!}$ outgrows any power of $\gamma$. At $z=0$, $X_N=1$ for every $N\ge1$. The fraction therefore converges at every real frequency for every $\gamma>0$.

On 31 frequencies between $10^{-3}\beta$ and $10\beta$, an absolute error in $X$ below $10^{-10}$ required:
\begin{center}
\begin{tabular}{rrr}
$\gamma$ & levels needed & guaranteed by (\ref{bound})\\
0.060 & 6 & 11\\
1 & 12 & 22\\
10 & 24 & 60
\end{tabular}
\end{center}
The bound is safe but generous. With 120 levels, the largest difference from direct quadrature of (\ref{lr}) was $4\times10^{-15}$. Since that comparison shares the linear-response step, the driven Fokker--Planck equation was also solved on a velocity grid, without Hermite functions, at $\gamma=0.060$ and $1$ and at four frequencies from $0.05\beta$ to $3\beta$. It agreed with the fraction within $5\times10^{-6}$.

The growth of $N$ with $\gamma$ points to the limit where the scheme fails. As $\beta\to0$ at fixed $v$, (\ref{C}) tends to the free-rotor result $e^{-v^2t^2/2}$, whose transform gives a smooth loss
\begin{equation}
X''=\omega\int_0^\infty e^{-v^2t^2/2}\cos\omega t\,dt
=\sqrt{\frac{\pi}{2}}\,\frac{\omega}{v}\,e^{-\omega^2/2v^2}.
\end{equation}
The truncated system, however, becomes $i\omega$ plus a real antisymmetric matrix. It is singular at a finite set of real frequencies, so its loss is a set of sharp lines. Friction is what makes the truncation converge point by point; for a free rotor the loss should be taken from this closed form instead.

\section{The lowest truncation is Rocard's formula}

With $N=0$ there is no relaxation: $\kappa_1=0$ and $X_0=0$ for $\omega\neq0$. The first useful choice is $N=1$, where $\kappa_1=\gamma/(z+1)$ and
\begin{equation}
X_1=\frac{\gamma}{z(z+1)+\gamma}=\frac{1}{1+z/\gamma+z^2/\gamma}
=\frac{1}{1+i\omega\tau_D-\omega^2I/kT}. \label{roc}
\end{equation}
The last step uses $z/\gamma=i\omega\beta/v^2=i\omega\tau_D$ and $z^2/\gamma=-\omega^2/v^2$. This is Rocard's formula in its quadratic form. Physically, it keeps the mean angular velocity and drops the distortion of the velocity distribution at second order in $u$. Letting $I\to0$ at fixed $\tau_D$ leaves Debye's $1/(1+i\omega\tau_D)$.

The size of the omission follows from the next level. From (\ref{cf}), $1/X=1+(z/\gamma)(z+1+\kappa_2)$. For small $\gamma$ and $z=i\gamma y$, with $y=\omega\tau_D$ of order one, $\kappa_2\simeq\gamma$. So $1/X$ exceeds $1/X_1$ by $i\gamma y$, and to leading order
\begin{equation}
X-X_1\simeq-\frac{i\gamma y}{(1+iy)^2},\qquad |X-X_1|\simeq\frac{\gamma y}{1+y^2}\le\frac\gamma2. \label{half}
\end{equation}
The worst absolute error lies at $\omega\tau_D=1$, the Debye loss maximum, not at high frequency. At $\gamma=0.001$ the computed maximum equals $\gamma/2$ to four digits.

A related product form,
\begin{equation}
\frac{1}{(1+i\omega\tau_D)(1+i\omega I/\zeta)}=\frac{1}{1+i\omega\tau_D+i\omega I/\zeta-\omega^2I/kT},
\end{equation}
is not the truncation (\ref{roc}). Its extra term is $i\omega/\beta=z=i\gamma y$, which is the leading correction just found. Its error is therefore of second order in $\gamma$: doubling $\gamma$ from $0.001$ to $0.002$ multiplied the largest error by $3.99$. For small $\gamma$ its largest error in $X$ is thus the smaller of the two, although at very high frequency its loss is too large by the factor $1+\gamma$.

\section{What inertia does to the absorption}

Absorbed power follows $\omega X''$. Debye's formula gives $\omega^2\tau_D/(1+\omega^2\tau_D^2)$, which rises to a plateau $1/\tau_D$ and never falls. From (\ref{roc}),
\begin{equation}
\omega X_1''=\frac{\tau_D}{(1/\omega-\omega/v^2)^2+\tau_D^2},
\end{equation}
which reaches the same height $1/\tau_D$, but only at $\omega=v$. In the product form $\tau_D$ is replaced by $\tau_D+1/\beta=\tau_D(1+\gamma)$, so the peak is lower by the factor $1+\gamma$.

At high frequency $\kappa_2=O(1/z)$, so $\kappa_1=\gamma/z-\gamma/z^2+O(z^{-3})$ and $X=\gamma/z^2-\gamma/z^3+O(z^{-4})$. The second term is $-i\gamma(\beta/\omega)^3$. Hence $\omega X''\to v^2\beta/\omega^2$, and the medium becomes transparent again. The same two terms follow from $X_1$, so Rocard's formula has the correct tail within this model.

The total absorption is also fixed. Since $X''=\omega\int_0^\infty C\cos\omega t\,dt$, Fourier inversion gives $C(t)=(2/\pi)\int_0^\infty(X''/\omega)\cos\omega t\,d\omega$. Differentiating twice at $t=0$, where $C\simeq1-v^2t^2/2$,
\begin{equation}
\int_0^\infty\omega X''\,d\omega=\frac{\pi}{2}v^2=\frac{\pi kT}{2I}.
\end{equation}
Numerical integration of the fraction reproduced this to eight decimals. Friction moves the absorption about but does not change its integral. Debye's plateau makes the integral infinite.

\section{A dilute polar solution}

Take $I=60$ u\,\AA$^2$, $T=300$ K and $\tau_D=2$ ps. The thermal speed is $v=2.039$ rad/ps, so
\begin{equation}
\beta=v^2\tau_D=(2.039)^2\times2.0=8.31\ \text{ps}^{-1},\quad
\gamma=\frac{1}{8.31\times2.0}=0.060 .
\end{equation}
For number density $\mathcal N$ and the field in the plane, $\chi(0)=\mathcal N\mu^2/(2\varepsilon_0kT)$. Here $\mu$ is an effective moment, which already includes the change of the local field by the polarizable solvent. With $\mu=1.5$ D and 0.1 mol/L this is $0.0206$. In a solvent of refractive index $n_s=1.5$, and for $\chi\ll n_s^2$, the intensity absorption coefficient is $\alpha=\omega\chi''/(n_sc)$. Debye's plateau is then $\chi(0)/(\tau_Dn_sc)=0.229$ cm$^{-1}$. For this planar model the three formulas give, in cm$^{-1}$:
\begin{center}
\begin{tabular}{rrrr}
THz & fraction & Rocard & Debye\\
0.03 & 0.0301 & 0.0289 & 0.0284\\
0.08 & 0.121 & 0.122 & 0.115\\
0.3 & 0.216 & 0.228 & 0.214\\
1.0 & 0.156 & 0.157 & 0.227\\
3.0 & 0.0395 & 0.0380 & 0.228
\end{tabular}
\end{center}
Debye's value is 45\% above the fraction at 1 THz. Its agreement at 0.3 THz only reflects a crossing of the two absorption curves near 0.33 THz: $X'$ at 0.3 THz is $0.066$ instead of $0.011$. Rocard's largest error in $X$ is $0.030$, as $\gamma/2$ predicts. It appears near 0.08 THz, where $\omega\tau_D\simeq1$, mostly in $X'$ ($0.496$ against $0.466$), so the absorption hardly shows it. The fraction peaks at 0.330 THz with 0.216 cm$^{-1}$, Rocard's formula at 0.325 THz with 0.229 cm$^{-1}$. The ratio of heights is close to $1+\gamma$, as the product form suggests. A second level cuts the largest error in $X$ to $9\times10^{-4}$, a third to $2\times10^{-5}$.

These parameters are rough typical values for small rigid polar molecules in a nonpolar solvent near room temperature. One assumption that such liquids strain badly is white noise. It requires the torque to forget its past much faster than $1/\beta=0.12$ ps, while a rough memory time is $\tau_m=0.1$ ps. With an exponential friction memory, the transformed velocity correlation is $v^2/[s+\beta/(1+s\tau_m)]$. Its poles obey $\tau_ms^2+s+\beta=0$ and are complex when $4\beta\tau_m>1$; here $4\beta\tau_m=3.3$. The velocity correlation then changes sign, reaching about $-0.13v^2$ near 0.4 ps: a strongly damped libration. At fixed $\zeta$, and thus fixed $\tau_D$, the computed peak moves from 0.33 to about 0.9 THz and rises from 0.22 to 0.27 cm$^{-1}$. Between 0.01 and 0.3 THz the absorption changes by less than 5\%, but at 1 THz it rises by about 70\% and at 3 THz it is halved. For such a solution the white-noise spectrum near and above its peak is thus a qualitative guide, however many levels are kept.

The other omissions are of unequal weight. The planar geometry changes the numbers substantially. A linear molecule free to turn about two axes has twice the mean square angular velocity, so at equal $I$ the integral of $\omega X''$ doubles, while $\chi(0)$ falls by a third because the 2 in its denominator becomes 3. With $\tau_D$, now $\zeta/2kT$, kept at 2 ps, the white-noise peak lies at 0.46 THz with 0.15 cm$^{-1}$, and Debye's coefficient at 3 THz is 2.2 times the inertial one instead of nearly six. The solvent's own collision-induced absorption is also left out. The table therefore compares the formulas; it does not predict a measured spectrum. Quantum effects need watching at the upper end, where $\hbar\omega/kT=0.48$ at 3 THz, although the rotational energy scale $\hbar^2/2I$ is only $0.00135\,kT$. The solvent's part of the local field is contained in the effective $\mu$; the remaining correction, from the other solute dipoles, is about $\chi(0)/(3n_s^2)=0.3\%$ for a spherical cavity in the solvent taken as a continuum, or $\chi(0)/(n_s^2+2)=0.5\%$ from the Clausius--Mossotti relation. Saturation at 10 kV/cm lowers the static response by a fraction $2\times10^{-7}$ of its value.

Within the planar model, the choice can now be made for given $\gamma$ and frequency. Debye's formula serves while $\omega\ll v$ and errors of order $\gamma$ are acceptable. Rocard's formula serves across the band if an absolute error of about $\gamma/2$ in $X$ is acceptable and $\gamma\ll1$. Otherwise use the recursion, which costs one complex division per level at each frequency; the number of levels grows with $\gamma$, and (\ref{bound}) says when to stop. In the example, a friction memory of 0.1 ps changes $X$ by up to 0.044, while all levels beyond the first change it by up to 0.030. With a memory of 0.05 ps the first figure falls to 0.022. The friction model therefore needs attention as much as the number of levels does. At $\gamma$ of order one or more, too few levels can be the larger error. The main values for the planar model are in the numerical output.

\section*{Computed values}
\begin{verbatim}
moment of inertia I = 60 u A^2
temperature = 300 K
Debye time tau_D = 2.0 ps
dipole = 1.5 D; concentration = 0.1 mol/L
refractive index = 1.5
thermal angular speed v = 2.0389 rad/ps
friction rate beta = 8.3145 1/ps
friction time 1/beta = 0.1203 ps
inertia parameter gamma = 0.06014
static susceptibility chi(0) = 0.02055
simulated C at beta t=2, gamma=1: 0.3184
formula C at beta t=2, gamma=1: 0.3213
max |velocity grid - fraction| = 4.6e-06
max |transform - fraction|, 120 levels = 4.3e-15
example: max error of X, N=1: 2.98e-02
example: max error of X, N=2: 8.53e-04
example: max error of X, N=3: 1.64e-05
example: max error of X, N=4: 2.38e-07
example: max error of X, N=5: 2.80e-09
gamma=0.0601: N for 1e-10 = 6; by bound = 11
gamma=1.0000: N for 1e-10 = 12; by bound = 22
gamma=10.0000: N for 1e-10 = 24; by bound = 60
Rocard max error/(gamma/2), gamma=0.001: 1.0000
product-form error ratio, gamma doubled: 3.991
X', X'' at each frequency; absorption a in cm^-1
0.03 THz fraction: 0.86788, 0.34919
  Rocard: 0.88121, 0.33507
  Debye: 0.87556, 0.33008
  a fraction/Rocard/Debye: 0.0301 / 0.0289 / 0.0284
0.08 THz fraction: 0.46640, 0.52741
  Rocard: 0.49621, 0.53113
  Debye: 0.49735, 0.49999
  a fraction/Rocard/Debye: 0.1212 / 0.1220 / 0.1149
0.3 THz fraction: 0.01060, 0.25033
  Rocard: 0.01021, 0.26486
  Debye: 0.06574, 0.24782
  a fraction/Rocard/Debye: 0.2157 / 0.2282 / 0.2135
1.0 THz fraction: -0.03401, 0.05440
  Rocard: -0.03692, 0.05461
  Debye: 0.00629, 0.07908
  a fraction/Rocard/Debye: 0.1562 / 0.1568 / 0.2271
3.0 THz fraction: -0.00987, 0.00458
  Rocard: -0.00987, 0.00441
  Debye: 0.00070, 0.02651
  a fraction/Rocard/Debye: 0.0395 / 0.0380 / 0.2284
0.3 THz transform: 0.0105999088, 0.2503274446
0.3 THz fraction: 0.0105999088, 0.2503274446
absorption peak: 0.3302 THz, 0.2161 cm^-1
Rocard peak: 0.3245 THz, 0.2285 cm^-1
integrated absorption/(pi v^2/2) = 1.00000000
high-frequency tail ratio at omega=200 beta: 0.999990
neglected: torque memory 0.1 ps gives peak
  0.94 THz, 0.2686 cm^-1
neglected: 3D/planar integral of omega X'' = 2.0000
neglected: hbar omega/kT at 3 THz = 0.480
neglected: hbar^2/(2 I kT) = 0.00135
neglected: local field, chi(0)/3 = 0.0069
neglected: saturation at 10 kV/cm = 1.8e-07
\end{verbatim}
